# Logarithmic carrier counting for the chemical potential, and bipolar gap errors

## Definitions and conventions

A band-structure calculation supplies energies $E_i$ with weights $w_i$, the number of states per volume that each sampled energy represents, spin included. The bands that are full in the undoped crystal at zero temperature form the valence list $v$; the others form the conduction list $c$. Energies are in eV from the valence top, densities in cm$^{-3}$, and $e>0$. At temperature $T$ and chemical potential $\mu$ the occupation is

$$f_i=\frac{1}{1+e^{x_i}},\qquad x_i=\frac{E_i-\mu}{kT}.$$

The electron and hole densities are

$$n=\sum_{i\in c}w_if_i,\qquad p=\sum_{i\in v}w_i(1-f_i),\qquad 1-f_i=\frac{1}{1+e^{-x_i}}.$$

The last form matters numerically: $1-f$ is evaluated as a Fermi function of the reversed argument, not by subtraction. The net doping is $N=N_D-N_A$, ionised donors minus ionised acceptors. Charge neutrality fixes $\mu$:

$$n(\mu)-p(\mu)=N. \tag{1}$$

The bands are rigid: doping moves $\mu$ and leaves the $E_i$ alone.

## What the total count loses

One can instead count all electrons and subtract the number $\sum_vw_i$ that fills the valence bands. In exact arithmetic this is the same equation, because

$$\sum_{c,v}w_if_i-\sum_vw_i=\sum_cw_if_i-\sum_vw_i(1-f_i)=n-p.$$

In floating-point arithmetic it subtracts two nearly equal numbers. Let the count per cell of volume $V$ be uncertain by $r$. The residual $R=n-p-N$ then carries an error $r/V$, which moves its root by $\delta\mu\approx(r/V)/R'$. Since $df/d\mu=f(1-f)/kT$,

$$R'=\frac1{kT}\sum_{c,v}w_if_i(1-f_i).$$

In the nondegenerate regime $f\ll1$ in the conduction band and $1-f\ll1$ in the valence band, so the sum is $n+p$ and

$$\delta\mu\approx kT\,\frac{r}{(n+p)V}. \tag{2}$$

This holds while $\delta\mu\ll kT$. For fewer carriers the linear estimate fails and the count goes blind. Take $N=0$ and parabolic band edges, for which

$$n=N_ce^{-(E_g-\mu)/kT},\qquad p=N_ve^{-\mu/kT}, \tag{3}$$

with gap $E_g$ and $N_{c,v}=2(m_{c,v}kT/2\pi\hbar^2)^{3/2}$, where $m_{c,v}$ are density-of-states masses. The count is indistinguishable from that of full valence bands while $nV<r$ and $pV<r$. The first condition gives $\mu<E_g-kT\ln(N_cV/r)$, the second $\mu>kT\ln(N_vV/r)$. The width of this blind interval is the difference,

$$W=E_g-kT\ln\frac{N_cN_vV^2}{r^2}. \tag{4}$$

Anywhere inside it the residual is smaller than the uncertainty of the count, and a root finder may stop there.

## Separate counts in logarithmic form

Summing $n$ and $p$ separately removes the cancellation, since every term is positive. There remains underflow: at low temperature both densities can fall below the smallest representable number, and $n-p$ becomes $0-0$. Logarithms cure this. For each conduction level

$$\ln f=-\ln(1+e^x)=-\max(x,0)-\ln\!\left(1+e^{-|x|}\right),$$

where the second form cannot overflow; for $1-f$ replace $x$ by $-x$. With $a_i=\ln w_i+\ln f_i$ and $a_m$ the largest $a_i$,

$$\ln n=a_m+\ln\sum_{i\in c}e^{a_i-a_m}.$$

The largest term of the sum is 1, so it cannot underflow. The hole density is treated alike.

Neutrality is now written with positive quantities on both sides:

$$F(\mu)=\begin{cases}\ln n-\ln(p+N),&N>0\\ \ln n-\ln p,&N=0\\ \ln(n+|N|)-\ln p,&N<0.\end{cases} \tag{5}$$

The sum $p+N$ is also formed from logarithms, $\ln(e^{\ln p}+e^{\ln N})$, by the same device. Donors and acceptors must be combined into $N$ first. The form $\ln(n+N_A)-\ln(p+N_D)$ has the same root, but when $N_A$ and $N_D$ are equal it loses $n$ and $p$ once $n/N_A$ and $p/N_A$ fall below the rounding error of $\ln N_A$, a few times $10^{-15}$ in double precision.

**Slope.** From $df/d\mu=f(1-f)/kT$,

$$\frac{d\ln n}{d\mu}=\frac{1}{kT}\frac{\sum_cw_if_i(1-f_i)}{\sum_cw_if_i}=\frac{\langle1-f\rangle_n}{kT},\qquad \frac{d\ln p}{d\mu}=-\frac{\langle f\rangle_p}{kT}.$$

The averages are taken over the electrons and over the holes present. For $N>0$, $d\ln(p+N)/d\mu=(p'/p)\,p/(p+N)$, hence

$$F'=\frac1{kT}\left[\langle1-f\rangle_n+\langle f\rangle_p\,\frac{p}{p+N}\right]. \tag{6}$$

For $N<0$ the factor $n/(n+|N|)$ multiplies the first term instead. Every factor lies between 0 and 1, so $0<F'<2/kT$: $F$ rises strictly and has at most one root.

**Existence.** Take $N>0$. As $\mu\to-\infty$, $n\to0$ and $F\to-\infty$. As $\mu\to+\infty$, $p\to0$ and $n\to\sum_cw_i$, so $F\to\ln(\sum_cw_i/N)$. This is positive if $N$ is smaller than the number of listed conduction states. For $N<0$ the same argument requires $|N|<\sum_vw_i$; for $N=0$ the limits are $\mp\infty$. The proof does not use the sign of the gap, so it also covers overlapping bands sorted by band index. The nondegenerate formulas do need a gap of many $kT$.

## The search and its error

Newton's method on the linear residual $R$ starts badly. At midgap its first step is

$$\Delta\mu=-\frac{R}{R'}\approx-kT\,\frac{n-p-N}{n+p},$$

which has size about $kT|N|/(n+p)$ when the doping exceeds the intrinsic density. The slope of the residual grows exponentially towards the root, and a tangent drawn where the residual is nearly flat overshoots. In the nondegenerate regime $\ln n$ and $\ln p$ are linear in $\mu$, so $F$ consists of nearly straight pieces of slope $1/kT$ (doping dominates) and $2/kT$ (intrinsic), and a tangent gives a step of the right size.

The algorithm is as follows.

1. Stop with an error if $|N|$ reaches the number of listed states in the majority band.
2. From midgap, move outwards with doubling steps until $F<0$ at the lower end and $F>0$ at the upper end.
3. Evaluate $F$ and $F'$ at the current $\mu$. If $|F/F'|<10^{-10}kT$, return $\mu-F/F'$.
4. Replace the bracket end at which $F$ has the same sign.
5. Take the Newton step if it stays inside the bracket and $|F|$ has at least halved since the previous evaluation; otherwise bisect. Return to 3.

In exact arithmetic this must converge. If bisection occurs infinitely often, the bracket shrinks to the root. If it occurs finitely often, $|F|$ halves at every later evaluation and tends to zero.

**Rounding.** An absolute error in $\ln n$ is a relative error in $n$. The argument $x$ is rounded by about $\epsilon|x|$ with $\epsilon=2.2\times10^{-16}$, and this passes into $\ln f$. Even for $|x|=1000$ the density keeps a relative accuracy near $2\times10^{-13}$, and in the nondegenerate regime $\mu$ has an error of similar size in units of $kT$. The floating-point spacing of $\mu$ itself sets a floor of about $\epsilon|\mu|/kT$, which dominates near a band edge at low temperature. For degenerate carriers $kTF'$ is reduced, well below 1 under strong degeneracy, and the error in $F$ must be divided by it. The small number of carriers enters only through its logarithm, $|x|\approx\ln(N_c/n)$, in contrast to equation (2). An error $\delta\mu$ from any source changes $n$ and $p$ by at most the fraction $\delta\mu/kT$ to first order, by the slopes above.

**Sampling.** Logarithms do not repair a coarse $k$ mesh. Consider a nondegenerate isotropic valley of mass $m$ with its minimum on a cubic mesh of spacing $2\pi/R_0$. The occupation is proportional to $g(k)=e^{-\hbar^2k^2/2mkT}$. Poisson summation turns the mesh sum into a sum of Fourier transforms of $g$ over a real-space lattice of spacing $R_0$:

$$\left(\frac{2\pi}{R_0}\right)^3\sum_{\mathbf k}g(k)=\sum_{\mathbf R}\hat g(R),\qquad \hat g(R)=\hat g(0)\,e^{-mkTR^2/2\hbar^2}.$$

The term $R=0$ is the exact integral. The six nearest neighbours give the leading relative error,

$$\delta_k\approx6\,e^{-mkTR_0^2/2\hbar^2}. \tag{7}$$

Cold crystals and light masses need the finest meshes: at fixed error $R_0\propto(mT)^{-1/2}$.

## What a wrong gap does to the carriers

Let the calculated gap be too small by $\Delta$, with doping, temperature and masses held fixed. Multiplying the two densities in (3) eliminates $\mu$:

$$np=n_i^2=N_cN_ve^{-E_g/kT}.$$

For acceptor doping, $p-n=|N|$. Inserting $n=n_i^2/p$ gives $p^2-|N|p-n_i^2=0$, whose positive root is

$$p=\frac{|N|}2+\sqrt{\frac{N^2}{4}+n_i^2},\qquad n=\frac{n_i^2}{p}. \tag{8}$$

If $n_i\ll|N|$ at both the true and the calculated gap, then $p\approx|N|$ and $n\approx n_i^2/|N|$. The gap error leaves the majority density alone and multiplies the minority density by $e^{\Delta/kT}$. If $n_i\gg|N|$ at both gaps, both densities are near $n_i$ and each is wrong by $e^{\Delta/2kT}$. An accurate root finder returns these wrong densities faithfully.

## Seebeck coefficient and bipolar heat

Consider a cubic crystal with relaxation time $\tau$. In a field $\mathcal E$ and gradients along $x$, the steady Boltzmann equation reads

$$v_x\partial_xf-e\mathcal E v_x\frac{\partial f}{\partial E}=-\frac{\delta f}{\tau}.$$

For a local Fermi function, $\partial_xf=(-\partial f/\partial E)[\partial_x\mu+(E-\mu)\partial_xT/T]$. With $\mathcal E'=\mathcal E+\partial_x\mu/e$,

$$\delta f=-\tau v_x\left(-\frac{\partial f}{\partial E}\right)\left[e\mathcal E'+\frac{E-\mu}{T}\partial_xT\right].$$

Define $L_j=\sum_iw_iv_x^2\tau(-\partial f/\partial E)(E_i-\mu)^j$. The electric current $-e\sum wv_x\delta f$ and the heat current $\sum wv_x(E-\mu)\delta f$ become

$$j=e^2L_0\mathcal E'+\frac eTL_1\partial_xT,\qquad q=-eL_1\mathcal E'-\frac{L_2}{T}\partial_xT.$$

So $\sigma=e^2L_0$. Setting $j=0$ gives $\mathcal E'=S\,\partial_xT$ with

$$S=-\frac{L_1}{eTL_0},\qquad \kappa=\frac1T\left(L_2-\frac{L_1^2}{L_0}\right).$$

Here $\kappa$ is the electronic thermal conductivity. The Lorenz number $\mathcal L=\kappa/\sigma T$, in units of $(k/e)^2$, is the variance of $(E-\mu)/kT$ over the conducting states, just as $S$ is minus its mean in units of $k/e$.

Each $L_j$ is a sum over the two bands. With $\rho=\sigma_e/\sigma_h$, electrons carry the weight $a=\rho/(1+\rho)$. The mean and variance of a mixture are then

$$S=aS_e+(1-a)S_h,$$
$$\mathcal L=a\mathcal L_e+(1-a)\mathcal L_h+a(1-a)(S_e-S_h)^2,$$

with $S$ in units of $k/e$ in the second line. Its last term is the bipolar heat: electrons and holes drift together down the temperature gradient, carry no net current, and transport the pair energy.

For a parabolic nondegenerate band and constant $\tau$, let $y$ be the kinetic energy over $kT$. The density of states gives $y^{1/2}$, $v_x^2$ gives $y$ and the Fermi derivative $e^{-y}$, so the conducting states are weighted by $y^{3/2}e^{-y}$. The mean of $y$ is $\Gamma(7/2)/\Gamma(5/2)=5/2$, the mean square $35/4$, and the variance $35/4-25/4=5/2$. Therefore

$$S_h=\frac ke\left[\frac52+\frac{\mu}{kT}\right],\qquad S_e=-\frac ke\left[\frac52+\frac{E_g-\mu}{kT}\right].$$

Their difference does not contain $\mu$, and

$$S=S_h-\frac ke\,\frac{\rho}{1+\rho}\left(\frac{E_g}{kT}+5\right), \tag{9}$$
$$\mathcal L=\frac52+\frac{\rho}{(1+\rho)^2}\left(\frac{E_g}{kT}+5\right)^2. \tag{10}$$

The same integrals give $\sigma_e=ne^2\tau/m_e^*$, and likewise for holes. With equal relaxation times $\rho=b\,n/p$, where $b=m_h^*/m_e^*$ is the ratio of conductivity masses.

Two limits show how a gap error acts. For $\rho\ll1$ and $n\ll p$ at fixed acceptor doping, $\rho\propto e^{-E_g/kT}$. The hole density $p\approx|N|+n$ also shifts $\mu=kT\ln(N_v/p)$ slightly, with $\partial\mu/\partial E_g\approx n/p=\rho/b$, which enters through $S_h$. Differentiating (9) to first order in $\rho$ and $n/p$ gives

$$\frac{\partial S}{\partial E_g}\approx\frac{k}{e}\,\frac{\rho}{kT}\left(\frac{E_g}{kT}+4+\frac1b\right).$$

In this limit the sensitivity grows almost exponentially as the gap falls, slightly more slowly than $\rho$ because the bracket shrinks. In the intrinsic limit, $n=p$ in (3) gives $\mu=E_g/2+\tfrac12kT\ln(N_v/N_c)$, and $\rho=b$. Inserting both into the mixture rule,

$$S=\frac ke\left[\frac{1-b}{1+b}\left(\frac52+\frac{E_g}{2kT}\right)+\frac12\ln\frac{N_v}{N_c}\right].$$

If $b>1$ and $N_v<N_c$, this is negative. A p-type crystal with such masses and a truly positive $S$ acquires the wrong sign when a false gap pushes it into this limit while both bands remain nondegenerate.

## Worked example: germanium

The parameters are rough typical values: gap 0.66 eV at 300 K, four ellipsoidal valleys with masses 1.6 and 0.08 $m_e$, and spherical heavy- and light-hole bands of 0.33 and 0.043 $m_e$. Each band is listed up to 1 eV from its edge. The remaining valence states are lumped 5 eV down, to make eight valence electrons per cell. The acceptor doping is $10^{16}$ cm$^{-3}$. The conductivity masses are $m_e^*=0.117\,m_e$ from $1/m_e^*=\frac13(1/1.6+2/0.08)/m_e$, and $m_h^*=0.254\,m_e$ from $\sum m^{3/2}/\sum m^{1/2}$, since hole densities scale as $m^{3/2}$. Thus $b=2.17$.

**The root.** With $N_v=4.98\times10^{18}$ cm$^{-3}$ and $kT=0.02585$ eV, $p\approx|N|$ gives $\mu=kT\ln498=0.1605$ eV, as the full search does. At midgap (3) gives $n=2.9\times10^{13}$ and $p=1.4\times10^{13}$ cm$^{-3}$. The linear Newton step is therefore about $-0.02585\times10^{16}/(4.3\times10^{13})\approx-6$ eV. The logarithmic step is $-0.1690$ eV, where $-0.1695$ eV is needed.

The doping amounts to $4.5\times10^{-7}$ holes per cell. With $r=10^{-14}$, equation (2) predicts an error of $2\times10^{-8}kT$ for the total count; the error found was $2\times10^{-9}kT$. In double precision the total count is thus adequate here. In single precision, numbers just below 8 are spaced by $4.8\times10^{-7}$, and the whole doping is about one unit in the last place.

The intrinsic case at 100 K is different. With the same $r$, equation (4) gives a blind interval of 0.271 eV, some thirty times $kT$, and a scan for residuals below $r$ on a 0.5 meV grid found 0.2705 eV. At 4 K and midgap the plain sum for $n$ underflows to zero, while its logarithm corresponds to $10^{-399.6}$ cm$^{-3}$. These cold cases keep the 300 K gap and full ionisation; they test arithmetic and do not describe cold germanium.

Five roots, from 4 to 300 K and from acceptor doping to $10^{20}$ cm$^{-3}$ donors, were tested with the total count in 500-digit arithmetic. Each time the residual changed sign within $10^{-8}kT$ on either side of the root. The searches took 4 to 11 evaluations, bracket included.

**Sampling.** For the transverse mass, (7) gives a 1 % error at $R_0=21.7$ nm, and a direct mesh sum gave 1.00 %. With primitive vectors of $0.566/\sqrt2=0.40$ nm this suggests some 54 divisions per direction. On the fcc mesh with 54 divisions the ellipsoidal valley indeed gives $n$ too large by 1.1 %. The light holes are lighter still and set the mesh for this p-type example: at 54 divisions $p$ is too large by 1.8 % and $\sigma_h$ too small by 14 %, and about 90 divisions bring $\sigma_h$ to 0.1 %.

**The gap error.** With the gap at 0.66 eV, $\rho=9\times10^{-6}$ and $S=751$ µV/K. A deficit of 0.1 eV multiplies $n$ by 47.9, yet $S$ moves by only 1 µV/K because $\rho$ is still small. At 0.2 eV $S$ is 711 µV/K. At 0.3 eV, $n=3.4\times10^{15}$ and $p=1.34\times10^{16}$ cm$^{-3}$, so $\rho=0.548$. With $E_g/kT=0.36/0.02585=13.93$ and $k/e=86.2$ µV/K, equation (9) gives

$$S=725.5-86.2\times0.354\times18.93\approx148\ \text{µV/K}.$$

The holes' own coefficient has fallen by 25 µV/K; the other 578 µV/K come from mixing in electrons. The Lorenz number rises from 2.5 to $2.5+0.2287\times18.93^2\approx84$ $(k/e)^2$. The sign of $S$ reverses at a deficit of 0.32 eV, and at 0.4 eV $S=-217$ µV/K.

**Beside real germanium.** Semilocal density functionals underestimate this gap severely and can close it, so deficits of this size are realistic. The model's mobility ratio of 2.17 is close to the rough real value of two. It rests on equal relaxation times, an assumption to which $S$ is sensitive: at a deficit of 0.3 eV, $\tau_e/\tau_h=0.5$ or 2 turns 148 into 375 or $-127$ µV/K. Scattering with $\tau\propto y^{-1/2}$, where $y$ is again the kinetic energy over $kT$, gives 135 µV/K there, and 708 instead of 751 µV/K at the full gap. Transverse electron and light-hole masses that shrink in proportion to direct gaps of 2.1 and 0.8 eV, each reduced by the same 0.3 eV, give 120 µV/K. A static calculation also omits the thermal narrowing of the gap, roughly 0.08 eV between 0 and 300 K. If the deficit of 0.3 eV is counted from the larger cold gap, $S$ is 671 µV/K.

Smaller corrections are conduction-band nonparabolicity (2.9 % in $n$ for a Kane parameter of 0.3 eV$^{-1}$, about 6 % for 0.65 eV$^{-1}$), neutral acceptors (1.2 %) and higher valleys (below 1 % of $n$). Valence-band warping and nonparabolicity are left out, and they matter more: a six-band $k\cdot p$ valence band (Luttinger parameters 13.38, 4.24, 5.69, spin-orbit splitting 0.29 eV) raises $N_v$ by about 25 % and moves $S$ from 751 to about 780 µV/K at the full gap and from 148 to about 135 µV/K at a deficit of 0.3 eV. Phonon drag can be estimated by letting holes give all their momentum to phonons of speed $v_s$ and mean free path $\Lambda$. The force density $pe\mathcal E$ builds up phonon momentum $pe\mathcal E\Lambda/v_s$, which carries the energy flux $v_s^2$ times as large. Dividing by the current $peu_h\mathcal E$, with $u_h$ the hole mobility, and by $T$ gives $S_{\rm drag}=v_s\Lambda/(u_hT)$. For 5 km/s, 1 µm and 1900 cm$^2$/Vs this is about 90 µV/K when electrons are few. For the chosen $\Lambda$ it is an upper estimate, because all the hole momentum is assumed to reach these phonons. The result is proportional to $\Lambda$, the least certain input.

The remedy for the gap is to shift the conduction energies rigidly to a trusted gap at the temperature of interest, and then to search for $\mu$. If the calculation has the bands and valleys in the right order, the shift restores the exponential factor in $n_i^2$. It does not correct masses, relaxation times or the energy differences between valleys. Where the functional has closed the gap, the order itself can be wrong, and a better band structure is needed. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
gap 0.66 eV, T 300 K, kT 0.02585 eV, N -1e+16 cm^-3
masses (m_e): long 1.6, trans 0.08, heavy 0.33, light 0.043
DOS mass e 0.547; conductivity mass e 0.117, h 0.254 m_e
lattice constant 0.566 nm, cell 4.533e-23 cm^3
Nc 1.016e+19, Nv 4.981e+18 cm^-3
acceptors per cell 4.53e-07
roots at gap 0.66 eV (T in K, N in cm^-3, mu in eV, evaluations):
  T 300, N -1e+16, mu 0.160542, 7
  T 300, N 1e+20, mu 0.799505, 11
  T 100, N 0e+00, mu 0.326930, 4
  T 4, N 0e+00, mu 0.329877, 4
  T 4, N 1e+14, mu 0.658259, 8
count resolution 1e-14 electrons per cell
blind interval, 100 K: scan 0.2705 eV, formula 0.2714 eV
total-count error, 300 K: 1.8e-09 kT, estimate 2.2e-08 kT
4 K midgap: plain n 0.0 cm^-3, log10(n cm^3) -399.59
first Newton step: linear -5.98 eV, log -0.1690 eV
distance from midgap to root -0.1695 eV
gap deficit table (eV, eV, cm^-3, cm^-3, 1, uV/K, uV/K, (k/e)^2):
  deficit  mu  n  p  sigma_e/sigma_h  S_h  S  Lorenz
  0.0 0.1605 4.133e+10 1.000e+16 8.963e-06 750.7 750.6 2.51
  0.1 0.1605 1.977e+12 1.000e+16 4.287e-04 750.6 749.6 2.80
  0.2 0.1603 9.377e+13 1.009e+16 2.015e-02 749.8 711.1 12.56
  0.3 0.1530 3.383e+15 1.338e+16 5.482e-01 725.5 148.0 84.43
  0.4 0.1180 4.172e+16 5.172e+16 1.749e+00 609.1 -216.8 55.02
minority factor for 0.1 eV: 47.85, exp(0.1 eV/kT) 47.85
S changes sign at deficit 0.321 eV, gap 0.339 eV
k mesh: repeat length 21.7 nm, error 1.00 %
neglected effects (rough inputs):
  tau ~ E^-1/2: S 708 (deficit 0), 135 (0.3 eV) uV/K
  tau_e/tau_h 0.5, 2 at deficit 0.3 eV: S 375, -127 uV/K
  gap 0.08 eV larger (0 K value), deficit 0.3 eV: S 671 uV/K
  masses shrinking with gap, deficit 0.3 eV: S 120 uV/K
  nonparabolicity 0.3 /eV: n up by 2.9 %
  valleys 0.18 eV higher, mass 1.1 m_e: 0.27 % of n
  neutral acceptors, level 0.01 eV: 1.17 %
  phonon drag, 5 km/s, 1 um, 1900 cm2/Vs: up to 88 uV/K
```
